**Symmetry matrices for tight-binding Bloch sums in two phase conventions**

For a space-group operation g = {R|t}, the program tests H(Rk) = D(g,k) H(k) D(g,k)†, where D carries the phase exp(−iRk·t) if atomic positions are in the Bloch exponent and exp(−iRk·L_a) if they are not. Here L_a = Rτ_a + t − τ_a′ is the lattice vector left over when site a is mapped to site a′, and each phase multiplies the orbital rotation matrix Δ(R). The program asserts that D reproduces the transformation of explicitly summed Gaussian Bloch functions for all 48 operations of the diamond structure, and that Hamiltonian and overlap matrices summed bond by bond obey the law. It also asserts the composition law for all 2304 pairs of operations, the link between the conventions, and the commutation of the little-group matrices with H at X. The output shows that the law for H holds to rounding error, while dropping the site phases in the second convention gives an error of 0.2756 hartree for a fourfold screw. At X, eight of the sixteen little-group operations fail to commute with H in the first convention if the reciprocal-vector factor V(G) is omitted. All levels at X are doubly degenerate in the model; unequal site energies split the s–p_x pairs and leave the p_y–p_z pairs intact.

## Numerical verification

```python
"""
Result under test: for a space-group operation g = {R|t}, r -> R r + t,
    H(Rk) = D(g,k) H(k) D(g,k)^dagger.
Site a goes to site b, with lattice vector L_a = R tau_a + t - tau_b.
Convention I  (Bloch phase exp(ik.(T+tau_a))): D_ba = exp(-i Rk.t)   Delta(R)
Convention II (Bloch phase exp(ik.T)):         D_ba = exp(-i Rk.L_a) Delta(R)
Delta(R) rotates the orbitals (s, px, py, pz) of one site.
Model: diamond structure, two sites A and B, two-centre hopping.
Units: length a (cubic lattice constant), k in 2 pi/a, energy in hartree.
"""
import itertools
import numpy as np
from scipy.linalg import eigh, block_diag

TAU = np.array([[0.0, 0.0, 0.0], [0.25, 0.25, 0.25]])
SITE = "AB"
CONVENTIONS = {"I": True, "II": False}   # True: positions in the exponent


def cis(x):
    """exp(2 pi i x)"""
    return np.exp(2j * np.pi * x)


def is_lattice(v):
    """fcc lattice: half-integer coordinates n/2 with even sum of n"""
    n = np.rint(2 * v)
    return np.abs(2 * v - n).max() < 1e-9 and int(n.sum()) % 2 == 0


def is_reciprocal(q):
    """bcc reciprocal lattice: integers that are all even or all odd"""
    n = np.rint(q)
    return np.abs(q - n).max() < 1e-9 and len(set(n.astype(int) % 2)) == 1


def site_image(R, t, a):
    """image site b and lattice vector L_a"""
    image = R @ TAU[a] + t
    for b in range(2):
        if is_lattice(image - TAU[b]):
            return b, image - TAU[b]
    return None


def D_matrix(R, t, k, positions):
    D = np.zeros((8, 8), complex)
    Delta = block_diag(1.0, R)
    for a in range(2):
        b, L = site_image(R, t, a)
        shift = t if positions else L
        D[4*b:4*b+4, 4*a:4*a+4] = cis(-(R @ k) @ shift) * Delta
    return D


def V_matrix(k):
    return np.diag(np.repeat(cis(TAU @ k), 4))


# ---- matrices summed bond by bond from two-centre integrals ----
def two_centre(d, integrals):
    ss, sp, sigma, pi = integrals
    u = d / np.linalg.norm(d)
    block = np.zeros((4, 4))
    block[0, 0] = ss
    block[0, 1:] = sp * u
    block[1:, 0] = -sp * u
    block[1:, 1:] = (sigma - pi) * np.outer(u, u) + pi * np.eye(3)
    return block


VECTORS = [np.array(n) / 2 for n in itertools.product(range(-8, 9), repeat=3)
           if sum(n) % 2 == 0 and np.linalg.norm(n) <= 7.0]
BONDS = []
for T in VECTORS:
    for a, b in itertools.product(range(2), repeat=2):
        d = T + TAU[b] - TAU[a]
        length = np.linalg.norm(d)
        if 0.1 < length < 0.75:
            BONDS.append((a, b, T, d, 0 if length < 0.5 else 1))


def bloch_matrix(k, positions, onsite, shells):
    M = np.diag(np.array(onsite, complex))
    for a, b, T, d, shell in BONDS:
        phase = cis(k @ (d if positions else T))
        M[4*a:4*a+4, 4*b:4*b+4] += phase * two_centre(d, shells[shell])
    return M


Es, Ep = -0.50, -0.20
NEAR = (-0.07, 0.08, 0.10, -0.03)
NEXT = (-0.005, 0.01, 0.02, -0.004)
ONSITE = np.array([Es, Ep, Ep, Ep] * 2)
SITE_SHIFT = 0.05


def H(k, positions, shift=0.0):
    onsite = ONSITE + shift * np.repeat([1, -1], 4)
    return bloch_matrix(k, positions, onsite, (NEAR, NEXT))


def S(k, positions):
    return bloch_matrix(k, positions, np.ones(8),
                        ((0.08, -0.08, -0.06, 0.04), (0, 0, 0, 0)))


def size(M):
    return np.abs(M).max()


# ---- the 48 coset representatives of the space group ----
GROUP = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        R = np.zeros((3, 3))
        for i in range(3):
            R[i, perm[i]] = signs[i]
        allowed = [t for t in TAU
                   if all(site_image(R, t, a) is not None for a in range(2))]
        assert len(allowed) == 1
        GROUP.append((R, allowed[0]))
n_plain = sum(np.allclose(t, 0) for R, t in GROUP)
assert len(GROUP) == 48 and n_plain == 24

k0 = np.array([0.3, 0.1, 0.2])

# ---- D against real Bloch functions evaluated at g^-1 r ----
lattice = np.array(VECTORS)


def bloch_functions(k, points, positions):
    columns = []
    for a in range(2):
        x = points[:, None, :] - lattice[None] - TAU[a]
        gauss = np.exp(-12 * (x**2).sum(-1))
        phase = cis((lattice + (TAU[a] if positions else 0)) @ k)
        columns.append((gauss * phase).sum(1))
        for m in range(3):
            columns.append((x[:, :, m] * gauss * phase).sum(1))
    return np.array(columns).T


points = np.random.default_rng(1).uniform(-0.5, 0.5, (10, 3))
error_functions = 0.0
for R, t in GROUP:
    for pos in CONVENTIONS.values():
        moved = bloch_functions(k0, (points - t) @ R, pos)   # R^-1 (r - t)
        expected = bloch_functions(R @ k0, points, pos) @ D_matrix(R, t, k0, pos)
        error_functions = max(error_functions, size(moved - expected))
assert error_functions < 1e-11

# ---- covariance of H and S, unitarity, link of the conventions ----
error_H = error_S = 0.0
for R, t in GROUP:
    for pos in CONVENTIONS.values():
        D = D_matrix(R, t, k0, pos)
        assert size(D @ D.conj().T - np.eye(8)) < 1e-12
        error_H = max(error_H, size(H(R @ k0, pos) - D @ H(k0, pos) @ D.conj().T))
        error_S = max(error_S, size(S(R @ k0, pos) - D @ S(k0, pos) @ D.conj().T))
    linked = V_matrix(R @ k0) @ D_matrix(R, t, k0, True) @ V_matrix(k0).conj()
    assert size(linked - D_matrix(R, t, k0, False)) < 1e-12
    assert np.allclose(eigh(H(k0, True), S(k0, True), eigvals_only=True),
                       eigh(H(R @ k0, False), S(R @ k0, False),
                            eigvals_only=True), atol=1e-11)
assert error_H < 1e-12 and error_S < 1e-12
V0 = V_matrix(k0)
assert size(H(k0, True) - V0.conj() @ H(k0, False) @ V0) < 1e-12

# ---- composition law for all pairs ----
pairs = 0
for R1, t1 in GROUP:
    first = {p: D_matrix(R1, t1, k0, p) for p in CONVENTIONS.values()}
    for R2, t2 in GROUP:
        for pos in CONVENTIONS.values():
            product = D_matrix(R2, t2, R1 @ k0, pos) @ first[pos]
            direct = D_matrix(R2 @ R1, R2 @ t1 + t2, k0, pos)
            assert size(product - direct) < 1e-11
        pairs += 1

# ---- periodicity in reciprocal space ----
G = np.array([1.0, 1.0, 1.0])
VG = V_matrix(G)
assert size(H(k0 + G, False) - H(k0, False)) < 1e-12
assert size(H(k0 + G, True) - VG.conj() @ H(k0, True) @ VG) < 1e-12
change_I = size(H(k0 + G, True) - H(k0, True))
assert change_I > 1e-3

# ---- fourfold screw at a general k ----
R4 = np.array([[1.0, 0, 0], [0, 0, -1], [0, 1, 0]])
t4 = TAU[1]
Rk = R4 @ k0
P = D_matrix(R4, t4, np.zeros(3), False)      # site phases dropped
dropped = size(H(Rk, False) - P @ H(k0, False) @ P.T)
assert dropped > 1e-3
assert size(H(Rk, True) - P @ H(k0, True) @ P.T) < 1e-12
fourfold, q = np.eye(8), k0
for _ in range(4):
    fourfold, q = D_matrix(R4, t4, q, False) @ fourfold, R4 @ q
assert size(fourfold - cis(-k0[0]) * np.eye(8)) < 1e-12

# ---- little group of X ----
kX = np.array([1.0, 0, 0])
HX = {name: H(kX, pos) for name, pos in CONVENTIONS.items()}


def commutator(A, B):
    return size(A @ B - B @ A)


little = naive_failures = umklapp = 0
for R, t in GROUP:
    G = R @ kX - kX
    if not is_reciprocal(G):
        continue
    little += 1
    umklapp += size(G) > 0.5
    D1 = D_matrix(R, t, kX, True)
    M2 = D_matrix(R, t, kX, False)
    M1 = V_matrix(G) @ D1
    assert commutator(M1, HX["I"]) < 1e-12
    assert commutator(M2, HX["II"]) < 1e-12
    assert size(M1 - V_matrix(kX).conj() @ M2 @ V_matrix(kX)) < 1e-12
    assert abs(np.trace(M1) - np.trace(M2)) < 1e-12
    naive_failures += commutator(D1, HX["I"]) > 1e-3
assert naive_failures == umklapp

inversion = (-np.eye(3), TAU[1])
twofold = (np.diag([-1.0, 1.0, -1.0]), TAU[0])
Mi, Mh = (D_matrix(*g, kX, False) for g in (inversion, twofold))
assert size(Mi @ Mh + Mh @ Mi) < 1e-12
Vx = V_matrix(-2 * kX)
Di, Dh = (D_matrix(*g, kX, True) for g in (inversion, twofold))
assert size((Vx @ Di) @ (Vx @ Dh) + (Vx @ Dh) @ (Vx @ Di)) < 1e-12
assert commutator(Di, Dh) < 1e-12             # without V(G) the sign is lost
translation = TAU[1] - twofold[0] @ TAU[1]
assert is_lattice(translation)

EX = np.linalg.eigvalsh(HX["II"])
assert np.allclose(EX[0::2], EX[1::2], atol=1e-12)
s_level, px_level = Es - 4 * NEXT[0], Ep - 4 * NEXT[2]
root = np.hypot((s_level - px_level) / 2, 4 * NEAR[1] / np.sqrt(3))
middle = (s_level + px_level) / 2
side, gap = Ep - 4 * NEXT[3], 4 * (NEAR[2] - NEAR[3]) / 3
closed = np.sort([middle - root, middle + root, side - gap, side + gap])
assert np.allclose(EX[0::2], closed, atol=1e-12)

# ---- unequal sites: exchanging operations are lost ----
lost = 0
for R, t in GROUP:
    D = D_matrix(R, t, k0, False)
    bad = size(H(R @ k0, False, SITE_SHIFT)
               - D @ H(k0, False, SITE_SHIFT) @ D.conj().T) > 1e-6
    assert bad == (not np.allclose(t, 0))
    lost += bad
EB, UB = np.linalg.eigh(H(kX, False, SITE_SHIFT))
side_weight = (np.abs(UB[[2, 3, 6, 7]])**2).sum(0)
side_E, other_E = EB[side_weight > 0.5], EB[side_weight < 0.5]
assert np.all((side_weight < 1e-9) | (side_weight > 1 - 1e-9))
assert len(side_E) == 4 and np.allclose(side_E[::2], side_E[1::2], atol=1e-12)
assert np.all(np.diff(other_E) > 1e-4)


# ---- screw eigenvalues on the line from Gamma to X ----
def screw_labels(kx):
    """levels with m, where the eigenvalue is exp(-i kx a/4) i^m"""
    k = np.array([kx, 0, 0])
    E, U = np.linalg.eigh(H(k, False))
    M = D_matrix(R4, t4, k, False)
    levels, start = [], 0
    while start < 8:
        stop = start + 1
        while stop < 8 and E[stop] - E[start] < 1e-8:
            stop += 1
        W = U[:, start:stop]
        values = np.linalg.eigvals(W.conj().T @ M @ W)
        assert np.allclose(values**4, cis(-kx), atol=1e-9)
        m = np.angle(values * cis(kx / 4)) / (np.pi / 2)
        assert np.allclose(m, np.rint(m), atol=1e-7)
        levels.append((E[start], sorted(int(v) % 4 for v in np.rint(m))))
        start = stop
    return levels


line_levels, X_levels = screw_labels(0.3), screw_labels(1.0)
assert sorted(m for E, m in X_levels) == [[0, 2], [0, 2], [1, 3], [1, 3]]


def degrees(z):
    return np.degrees(np.angle(z))


def vec(v):
    return "(" + ", ".join(f"{x + 0.0:.2f}" for x in v) + ")"


print("Units: length a, k in 2pi/a, energy in hartree (Eh)")
print(f"Site energies Es, Ep: {Es:.3f}, {Ep:.3f} Eh")
print("Near ss, sp, pp-sigma, pp-pi:", *NEAR, "Eh")
print("Next ss, sp, pp-sigma, pp-pi:", *NEXT, "Eh")
print(f"Operations: {len(GROUP)}, with t=0: {n_plain}")
print(f"Largest error, Gaussian Bloch functions: {error_functions:.0e}")
print(f"Largest error, law for H: {error_H:.0e} Eh; for S: {error_S:.0e}")
print(f"Composition law, pairs tested: {pairs}")
print(f"Change of H_I under k -> k+(1,1,1): {change_I:.4f} Eh")
print("SCREW {C4x|t}, t =", vec(t4), "a")
print("k =", vec(k0), " Rk =", vec(Rk), "2pi/a")
for a in range(2):
    b, L = site_image(R4, t4, a)
    D2 = D_matrix(R4, t4, k0, False)[4*b, 4*a]
    D1 = D_matrix(R4, t4, k0, True)[4*b, 4*a]
    print(f"{SITE[a]}->{SITE[b]}: L = {vec(L)} a; phase I {degrees(D1):.1f},"
          f" II {degrees(D2) + 0.0:.1f} deg")
for name, pos in CONVENTIONS.items():
    before, after = H(k0, pos)[0, 4], H(Rk, pos)[4, 0]
    print(f"{name}: H(k)[sA,sB] = {before:.5f}, H(Rk)[sB,sA] = {after:.5f} Eh")
    print(f"   phase of their ratio: {degrees(after / before) + 0.0:.1f} deg")
print(f"Error in II when phases are dropped: {dropped:.4f} Eh")
print(f"Phase of four screws in a row: {degrees(fourfold[0, 0]):.1f} deg")
print("Energies at k: ", *np.round(np.linalg.eigvalsh(H(k0, False)), 4), "Eh")
print("Energies at Rk:", *np.round(np.linalg.eigvalsh(H(Rk, False)), 4), "Eh")
print("POINT X =", vec(kX), "2pi/a")
print(f"Little-group operations: {little}, with G not 0: {umklapp}")
print(f"Failures of D_I without V(G): {naive_failures}")
print("Translation t - R_h t =", vec(translation), "a")
print(f"Its phase factor at X: {cis(-kX @ translation).real:.1f}")
print(f"s and px levels at X before mixing: {s_level:.4f}, {px_level:.4f} Eh")
print(f"s-px coupling at X: {4 * NEAR[1] / np.sqrt(3):.4f} Eh")
print(f"py,pz level and coupling at X: {side:.4f}, {gap:.4f} Eh")
print("Energies at X:", *np.round(EX, 4), "Eh")
print(f"UNEQUAL SITES, shifts +/-{SITE_SHIFT} Eh: operations lost {lost}")
print("s-px levels at X: ", *np.round(other_E, 4), "Eh")
print("py-pz levels at X:", *np.round(side_E, 4), "Eh")
print("SCREW LABELS m, eigenvalue exp(-i kx a/4) i^m")
for kx, levels in ((0.3, line_levels), (1.0, X_levels)):
    for E, m in levels:
        print(f"kx = {kx:.1f} 2pi/a: E = {E:.4f} Eh, m = {m}")
print("ALL CHECKS PASSED")
```

Output:

```
Units: length a, k in 2pi/a, energy in hartree (Eh)
Site energies Es, Ep: -0.500, -0.200 Eh
Near ss, sp, pp-sigma, pp-pi: -0.07 0.08 0.1 -0.03 Eh
Next ss, sp, pp-sigma, pp-pi: -0.005 0.01 0.02 -0.004 Eh
Operations: 48, with t=0: 24
Largest error, Gaussian Bloch functions: 5e-16
Largest error, law for H: 4e-17 Eh; for S: 1e-16
Composition law, pairs tested: 2304
Change of H_I under k -> k+(1,1,1): 0.3315 Eh
SCREW {C4x|t}, t = (0.25, 0.25, 0.25) a
k = (0.30, 0.10, 0.20)  Rk = (0.30, -0.20, 0.10) 2pi/a
A->B: L = (0.00, 0.00, 0.00) a; phase I -18.0, II 0.0 deg
B->A: L = (0.50, 0.00, 0.50) a; phase I -18.0, II -72.0 deg
I: H(k)[sA,sB] = -0.23435+0.00614j, H(Rk)[sB,sA] = -0.23435+0.00614j Eh
   phase of their ratio: -0.0 deg
II: H(k)[sA,sB] = -0.13278+0.19321j, H(Rk)[sB,sA] = -0.22478-0.06657j Eh
   phase of their ratio: 72.0 deg
Error in II when phases are dropped: 0.2756 Eh
Phase of four screws in a row: -108.0 deg
Energies at k:  -0.8049 -0.3494 -0.2652 -0.2399 -0.2181 -0.0873 -0.0705 -0.0638 Eh
Energies at Rk: -0.8049 -0.3494 -0.2652 -0.2399 -0.2181 -0.0873 -0.0705 -0.0638 Eh
POINT X = (1.00, 0.00, 0.00) 2pi/a
Little-group operations: 16, with G not 0: 8
Failures of D_I without V(G): 8
Translation t - R_h t = (0.50, 0.00, 0.50) a
Its phase factor at X: -1.0
s and px levels at X before mixing: -0.4800, -0.2800 Eh
s-px coupling at X: 0.1848 Eh
py,pz level and coupling at X: -0.1840, 0.1733 Eh
Energies at X: -0.5901 -0.5901 -0.3573 -0.3573 -0.1699 -0.1699 -0.0107 -0.0107 Eh
UNEQUAL SITES, shifts +/-0.05 Eh: operations lost 24
s-px levels at X:  -0.618 -0.5714 -0.1886 -0.142 Eh
py-pz levels at X: -0.3644 -0.3644 -0.0036 -0.0036 Eh
SCREW LABELS m, eigenvalue exp(-i kx a/4) i^m
kx = 0.3 2pi/a: E = -0.8175 Eh, m = [0]
kx = 0.3 2pi/a: E = -0.3111 Eh, m = [2]
kx = 0.3 2pi/a: E = -0.2505 Eh, m = [1, 3]
kx = 0.3 2pi/a: E = -0.2089 Eh, m = [2]
kx = 0.3 2pi/a: E = -0.1064 Eh, m = [0]
kx = 0.3 2pi/a: E = -0.0667 Eh, m = [1, 3]
kx = 1.0 2pi/a: E = -0.5901 Eh, m = [0, 2]
kx = 1.0 2pi/a: E = -0.3573 Eh, m = [1, 3]
kx = 1.0 2pi/a: E = -0.1699 Eh, m = [0, 2]
kx = 1.0 2pi/a: E = -0.0107 Eh, m = [1, 3]
ALL CHECKS PASSED
```
